# How much of a molecular beam scatters before reaching the wafer?

**Question.** In a molecular-beam epitaxy chamber the source is 20 cm from the wafer. The background pressure is $10^{-5}$ Torr, and the mean free path at that pressure is taken as 5 m. What fraction of the beam molecules is scattered on the way, how does this fraction depend on pressure and distance, and how far can the estimate be trusted?

**Answer.** The estimate needs one law, the decay of the uncollided beam with distance. Its reliability depends on what the 5 m stands for and on what is meant by "scattered".

## The survival law

Let a beam molecule travel in a straight line until its first collision. The background gas is uniform, and its molecules are placed independently of one another. Let $\lambda$ be the mean free path of the beam molecule in this gas. In a thin slice of thickness $dx$ the chance of a collision is then $dx/\lambda$, the same in every slice.

Let $S(x)$ be the probability that the molecule has reached $x$ without colliding. To reach $x+dx$ it must first reach $x$ and then cross the next slice:

$$S(x+dx)=S(x)\left(1-\frac{dx}{\lambda}\right).$$

Subtracting $S(x)$ and dividing by $dx$ gives

$$\frac{dS}{dx}=-\frac{S}{\lambda},\qquad \frac{dS}{S}=-\frac{dx}{\lambda},\qquad \ln S(x)-\ln S(0)=-\frac{x}{\lambda}.$$

No molecule has collided at the source, so $S(0)=1$ and $S(x)=e^{-x/\lambda}$. The first collision falls between $x$ and $x+dx$ with probability $S\,dx/\lambda$. Its mean distance is

$$\int_0^\infty x\,e^{-x/\lambda}\,\frac{dx}{\lambda}=\lambda\int_0^\infty t\,e^{-t}dt=\lambda,$$

which confirms that $\lambda$ deserves its name. The fraction that collides at least once on a path $L$ is

$$f=1-e^{-L/\lambda}.$$

For the given values $L/\lambda=0.20/5=0.04$, so

$$f=1-e^{-0.04}=0.0392.$$

About 4 per cent of the beam is scattered and 96 per cent arrives without a collision.

## Why simple division is enough here

The quick estimate $f\approx L/\lambda$ gives 4.00 per cent. To bound its error, put $q=L/\lambda$ and write $f=\int_0^q e^{-t}dt$. For $t\ge0$ we have $1-t\le e^{-t}\le1$, and integration gives

$$q-\frac{q^2}{2}\le f\le q.$$

The linear estimate is therefore never too small, and it is too large by at most $q^2/2=0.0008$, or 0.08 percentage points.

The difference comes from molecules that meet more than one scatterer. The chance of exactly one scatterer on the straight line is the chance of meeting one at $x$ and none before or after, summed over $x$:

$$P_1=\int_0^L e^{-x/\lambda}\,\frac{dx}{\lambda}\,e^{-(L-x)/\lambda}=\frac{L}{\lambda}\,e^{-L/\lambda}.$$

The chance of two or more is $1-e^{-q}-qe^{-q}=1-(1+q)e^{-q}$, which is 0.08 per cent here. Linear division counts such a molecule once for each scatterer, whereas $f$ counts it once.

The law was tested with one million straight paths. Each had 20 scatterers placed at random, and each scatterer covered 0.2 per cent of the area, so that the mean number of hits was 0.04. The fraction hit was 3.921 per cent, with a standard error of 0.019 percentage points. This agrees with the exponential law and lies about four standard errors below the linear value.

## Scaling with pressure and distance

At fixed gas temperature the density is proportional to the pressure $p$, and $\lambda$ is inversely proportional to the density. Hence

$$\frac{L}{\lambda}=0.04\;\frac{p}{10^{-5}\ \text{Torr}}\;\frac{L}{20\ \text{cm}}.$$

While this ratio is small, the scattered fraction grows in proportion to both pressure and distance. With the distance held at 20 cm, a pressure of $10^{-6}$ Torr gives $\lambda=50$ m and $f=0.40$ per cent. At $10^{-4}$ Torr, $\lambda=0.5$ m and $f=33$ per cent. Division would give 40 per cent there, so the exponential is needed.

Half the beam is scattered when $e^{-L/\lambda}=1/2$, that is, when $L/\lambda=\ln2=0.693$. For the 20 cm path this happens at $10^{-5}\times0.693/0.04\approx1.7\times10^{-4}$ Torr. A mean free path equal to the source distance is thus already too short for a good beam: it would leave a fraction $e^{-1}$, or 37 per cent, uncollided.

## What the 5 m stands for

The value 5 m is roughly the mean free path of room-temperature air or oxygen molecules among themselves. To see what it implies, let $\sigma$ be the collision cross section and $n$ the gas density. For an ideal gas $n=p/kT$, where $kT$ is the temperature expressed as an energy. At 300 K and $10^{-5}$ Torr this gives $n=3.22\times10^{17}\ \text{m}^{-3}$.

A molecule sweeps out volume relative to the others at the rate $\sigma g$, where $g$ is the relative speed. Its mean collision rate is $n\sigma\langle g\rangle$. In a thermal gas each velocity component is Gaussian. The difference of two independent components has twice the variance, so typical relative speeds are larger by $\sqrt2$ and $\langle g\rangle=\sqrt2\,\bar v$, where $\bar v$ is the mean speed. Therefore

$$\lambda=\frac{\bar v}{n\sigma\sqrt2\,\bar v}=\frac{1}{\sqrt2\,n\sigma},\qquad
\sigma=\frac{1}{\sqrt2\,(3.22\times10^{17})(5)}\ \text{m}^2=0.44\ \text{nm}^2.$$

Hard spheres collide when their centres come within one diameter $d$, so $\sigma=\pi d^2$ and $d=0.37$ nm. This is a molecular size, so the given mean free path is reasonable. A beam molecule, however, has its own speed and its own cross section.

## A magnesium beam in oxygen

Growth of MgO from magnesium and oxygen suits the question, because the oxygen is admitted on purpose. Take a magnesium cell at 600 K and oxygen at 300 K, both rough values. First keep $\sigma=0.44\ \text{nm}^2$ and change the speed alone.

Let the atom move with velocity $\mathbf v$, and let $a^2=2kT/M$, where $M$ is the mass of a gas molecule. The relative velocity $\mathbf w$ has a Gaussian distribution centred on $\mathbf v$. With $\mu$ the cosine of the angle between $\mathbf w$ and $\mathbf v$,

$$\langle g\rangle=\frac{2\pi}{\pi^{3/2}a^3}\int_0^\infty w^3dw\int_{-1}^{1}d\mu\;e^{-(w^2+v^2-2wv\mu)/a^2}.$$

The integral over $\mu$ gives a factor $a^2/(2wv)$ and a difference of two exponentials. With $w=ay$ and $s=v/a$,

$$\langle g\rangle=\frac{a}{\sqrt\pi\,s}\int_0^\infty y^2\left[e^{-(y-s)^2}-e^{-(y+s)^2}\right]dy.$$

Put $y=t+s$ in the first term and $y=-t-s$ in the second. Both integrands become $(t+s)^2e^{-t^2}$, the first over $t>-s$ and the second over $t<-s$. In the difference, the even part $t^2+s^2$ survives between $-s$ and $s$, and the odd part $2st$ contributes $2se^{-s^2}$:

$$2\int_0^s(t^2+s^2)e^{-t^2}dt+2se^{-s^2}.$$

Integration by parts gives $\int_0^s t^2e^{-t^2}dt=-\tfrac12se^{-s^2}+\tfrac{\sqrt\pi}{4}\operatorname{erf}s$, and $\int_0^s e^{-t^2}dt=\tfrac{\sqrt\pi}{2}\operatorname{erf}s$. The sum is $se^{-s^2}+\sqrt\pi\,(s^2+\tfrac12)\operatorname{erf}s$, so

$$\langle g\rangle=a\left[\frac{e^{-s^2}}{\sqrt\pi}+\left(s+\frac1{2s}\right)\operatorname{erf}s\right],\qquad
\lambda(v)=\frac{v}{n\sigma\langle g\rangle}.$$

For a very fast atom $\langle g\rangle\to v$ and $\lambda\to1/(n\sigma)$, which is $\sqrt2\times5=7.07$ m here. The gas then looks stationary. For a very slow atom $\langle g\rangle$ tends to the mean gas speed $2a/\sqrt\pi$, and $\lambda$ falls in proportion to $v$: the atom is struck by the gas before it has gone far.

Faster atoms leave the cell more often, so the speed distribution in the beam flux is proportional to $v^3e^{-v^2/\beta^2}$, with $\beta^2=2kT_c/m$, cell temperature $T_c$ and atomic mass $m$. With $z=v^2/\beta^2$ the mean energy is

$$\langle E\rangle=kT_c\,\frac{\int_0^\infty z^2e^{-z}dz}{\int_0^\infty ze^{-z}dz}=2kT_c=0.103\ \text{eV}.$$

An atom of this energy moves at 906 m/s. Since $v^2=4kT_c/m$, and the masses are 24.3 u for Mg and 32.0 u for O$_2$,

$$s^2=2\,\frac{T_c}{T}\,\frac Mm=2\times2\times\frac{32.0}{24.3}=5.27,\qquad s=2.30.$$

The formula then gives $\langle g\rangle/v=1.095$ and $\lambda=7.07/1.095=6.46$ m. This single speed would give $f=3.05$ per cent. Averaging $f$ over the whole flux distribution gives 3.27 per cent, because the extra collisions of the slow atoms outweigh those that the fast atoms avoid. At fixed cross section, the beam's speed therefore lowers the estimate from 3.9 to about 3.3 per cent.

## What counts as scattered

Real molecules have no sharp edge. At long range they attract with a potential $-C_6/r^6$, so a distant passage bends the path slightly. A scattered fraction has a definite meaning in this classical picture once the smallest deflection that counts is named.

Take an atom of speed $v$ passing a molecule at rest, with impact parameter $b$. For a small deflection, evaluate the force along the undisturbed line. The force has magnitude $6C_6/r^7$ and its transverse part is smaller than this by the factor $b/r$. With $r^2=b^2+x^2$ and $dt=dx/v$, the transverse impulse is

$$\Delta p=\frac{6C_6b}{v}\int_{-\infty}^{\infty}\frac{dx}{(b^2+x^2)^4}.$$

Substituting $x=b\tan\phi$ turns the integral into $b^{-7}\int_{-\pi/2}^{\pi/2}\cos^6\phi\,d\phi=5\pi/(16b^7)$. With $E=mv^2/2$, the deflection in the laboratory is

$$\theta=\frac{\Delta p}{mv}=\frac{15\pi C_6}{8mv^2b^6}=\frac{15\pi C_6}{16Eb^6}.$$

Count every closer passage as a larger deflection. This can overcount, since a repulsive core can cancel the attraction near some smaller impact parameter. Solving for $b$ gives

$$\sigma(\theta)=\pi b^2=\pi\left(\frac{15\pi C_6}{16E\theta}\right)^{1/3}.$$

A rough coefficient for Mg and O$_2$ is $9\times10^{-5}\ \text{eV nm}^6$. For $\theta=0.1$ rad,

$$b=\left(\frac{2.945\times9\times10^{-5}}{0.1034\times0.1}\right)^{1/6}\text{nm}=0.54\ \text{nm},\qquad\sigma=0.93\ \text{nm}^2,$$

and $n\sigma L=0.060$ with the gas taken at rest, so the fraction is about 6 per cent for atoms of the mean beam energy. For 0.01 rad the cross section is larger by $10^{1/3}=2.15$, and the fraction is 12 per cent. Slower atoms are deflected more easily, so an average over the beam is higher: about 6.5 and 13.5 per cent with the gas at rest, and about 7 and 14.5 per cent when the gas moves as well. The cube root makes the result insensitive to $C_6$: doubling it raises $\sigma$ by 26 per cent.

Two-body trajectories with this attraction, and with the molecule initially at rest, test the impulse formula. They give $0.99\ \text{nm}^2$ at 0.1 rad, where the formula is 7 per cent low, and $2.01\ \text{nm}^2$ at 0.01 rad, where it gives $2.00\ \text{nm}^2$. The formula is first order in the potential and works better at the smaller angle. The missing repulsive core matters more at 0.1 rad. With the same $C_6$ and a Lennard-Jones core whose minimum lies between 0.40 and 0.48 nm, the largest attractive deflection ranges from 0.22 to 0.07 rad, and the fraction deflected by more than 0.1 rad falls to between 5.4 and 3.8 per cent. The figure for 0.01 rad stays at 12 per cent.

The classical picture has its own limit. In atomic units, where $\hbar=1$, a wave of momentum $mv$ confined to a width $b$ spreads by about $1/(mvb)$. This is 0.005 rad in the first case and 0.004 rad in the second. The second is less than three times below the chosen angle, so 0.01 rad is near the edge of the classical picture. Below it the formula fails: $\sigma(\theta)$ grows without bound as $\theta\to0$, whereas a high-energy (eikonal) wave treatment of the same attraction gives a finite total of about $3.8\ \text{nm}^2$, or 22 per cent. That treatment still gives about $2.0\ \text{nm}^2$ above 0.01 rad.

These angles can be read as distances. A deflection halfway along the path leaves 10 cm to travel: 0.1 rad then shifts the landing point by 1 cm, and 0.01 rad by 1 mm. On a wafer of 2.5 cm radius, many atoms deflected by just these angles still arrive. A deflection of 0.5 rad at the same point shifts the landing point by more than 5 cm, the full width of the wafer, and such an atom misses. The figure of 4 per cent rests on a cross section taken from kinetic theory, with no smallest angle named. It is neither the number of atoms deflected at all nor the number lost. Since some scattered atoms land on the wafer, a scattered fraction should not be read as an equal loss of arriving flux.

## Collisions within the beam

The beam is itself a gas, and it is densest near the cell. Suppose that atoms leave a round opening of radius $r_0$ without colliding, from a vapour of density $n_0$. At distance $z$ on the axis, only directions that point back into the opening are occupied. They fill a solid angle $2\pi(1-\cos\alpha)$ out of $4\pi$, with $\cos\alpha=z/\sqrt{z^2+r_0^2}$. Hence

$$n_b(z)=\frac{n_0}{2}\left(1-\frac{z}{\sqrt{z^2+r_0^2}}\right),$$

$$\int_0^Ln_b\,dz=\frac{n_0}{2}\left(L+r_0-\sqrt{L^2+r_0^2}\right)\approx\frac{n_0r_0}{2}\quad(L\gg r_0).$$

Far away, $(1+r_0^2/z^2)^{-1/2}\approx1-r_0^2/(2z^2)$, so the density at the wafer is $n_L=n_0r_0^2/(4L^2)$. Eliminating $n_0$ gives a column of $2n_LL^2/r_0$.

Take a rough flux of $10^{14}$ atoms per cm$^2$ per second and $r_0=1$ cm. Dividing the flux by the mean speed $\sqrt{8kT_c/\pi m}$ gives $n_L=1.38\times10^{15}\ \text{m}^{-3}$. The column is

$$\frac{2(1.38\times10^{15})(0.20)^2}{0.01}=1.1\times10^{16}\ \text{m}^{-2},$$

or 17 per cent of the background column $nL=6.4\times10^{16}\ \text{m}^{-2}$. With the same $0.44\ \text{nm}^2$, and with the relative speed set equal to the beam speed, about 0.5 per cent of the atoms would collide within the beam; the actual relative speeds, which are smaller where the atoms move nearly in parallel, lower this to about 0.4 per cent. This shows the size of the effect; the Mg–Mg cross section has not been calculated. The mean free path inside the cell comes out at 0.7 m, far longer than the opening, as the collisionless picture requires.

This contribution does not fall when the oxygen is pumped away. At $10^{-6}$ Torr, with flux and opening unchanged, it is comparable with the 0.40 per cent from the background.

## The estimate beside a real chamber

A pressure of $10^{-5}$ Torr is a plausible oxygen pressure for oxide growth. It is far above the residual pressure of a good chamber into which no gas or vapour is admitted, where background scattering is correspondingly smaller. Another assumption open to doubt in an oxide chamber is uniform pressure, since a gauge may stand far from the oxygen inlet. For a varying density, $L/\lambda$ is replaced by the sum of $dx/\lambda(x)$ along the path. If the average pressure on the path were twice the gauge reading, the exponent would be 0.08 and the fraction 7.7 per cent. By comparison, the wafer edge matters little: its path is 20.16 cm long and gives 3.95 per cent. Oxidation of the source can also change the flux, but that is a change in emission and lies outside this model, as does the orientation of the O$_2$ molecules.

For the stated 5 m, then, the answer is 4 per cent. For a real magnesium beam the figure depends on the smallest deflection that counts. With the long-range attraction alone, the gas at rest and atoms of the mean beam energy, the rough estimate is 6 per cent for 0.1 rad and 12 per cent for 0.01 rad. A repulsive core can bring the 0.1 rad figure back to about 4 or 5 per cent, while it leaves the 0.01 rad figure unchanged. At fixed cross section the beam speed moves the estimate down, while counting deflections well below 0.1 rad moves it up, to at most about 20 per cent for atoms of this energy. The numerical output below gives the individual values.

## Computed results

```
Given mean free path: 5 m
Source-to-wafer path: 20 cm
Background pressure: 1e-05 Torr
Ratio path / mean free path: 0.04
Linear estimate: 4.000 %
Scattered fraction, exponential law: 3.921 %
Unscattered fraction: 96.079 %
Random-scatterer check: 3.921 %
Its standard error: 0.019 %
Two or more collisions: 0.078 %
Mean free path at 1e-06 Torr: 50 m
Scattered at 1e-06 Torr: 0.40 %
Mean free path at 1e-04 Torr: 0.5 m
Scattered at 1e-04 Torr: 32.97 %
Gas temperature: 300 K
Gas density: 3.219e+17 m^-3
Implied gas-gas cross section: 0.4394 nm^2
Implied hard-sphere diameter: 0.374 nm
Thermal relative speed / mean speed: 1.41421
Mg cell temperature (rough): 600 K
Mean Mg energy in beam flux: 0.1034 eV
Mg speed at this energy: 906.1 m/s
Mg mean free path, same cross section: 6.458 m
Scattered with beam-speed correction: 3.27 %
C6 for Mg-O2 (rough): 9e-05 eV nm^6
Deflection > 0.1 rad, impact parameter: 0.543 nm
Deflection > 0.1 rad, impulse cross section: 0.9263 nm^2
Deflection > 0.1 rad, trajectory cross section: 0.9921 nm^2
Deflection > 0.1 rad, diffraction angle: 0.0053 rad
Deflection > 0.1 rad, fraction (impulse): 5.79 %
Deflection > 0.1 rad, fraction (trajectory): 6.19 %
Deflection > 0.01 rad, impact parameter: 0.797 nm
Deflection > 0.01 rad, impulse cross section: 1.996 nm^2
Deflection > 0.01 rad, trajectory cross section: 2.01 nm^2
Deflection > 0.01 rad, diffraction angle: 0.0036 rad
Deflection > 0.01 rad, fraction (impulse): 12.06 %
Deflection > 0.01 rad, fraction (trajectory): 12.14 %
Mg flux at wafer (rough): 1e+14 cm^-2 s^-1
Cell-opening radius (rough): 1 cm
Mg density at wafer: 1.383e+15 m^-3
Beam column / background column: 0.1719
Self-scattering size estimate: 0.48 %
Mean free path inside cell: 0.7272 m
Wafer radius: 2.5 cm
Path to wafer edge: 20.16 cm
Scattered on edge path: 3.951 %
```
